# Transmission statistics of a mirror-symmetric chaotic cavity

## The problem

A lossless, time-reversal-invariant chaotic cavity has two leads with $N$ open channels each. A mirror reflection maps the cavity onto itself and exchanges the leads. Find the mean and the variance of the total transmission $T=\mathrm{tr}\,tt^\dagger$ at every $N\ge1$, where $t$ holds the amplitudes from left to right. Does interference lower the mean below $N/2$?

Assume ideal contacts, no direct passage between the leads and no prompt return to the lead of entry. Take spinless waves, or one spin species.

## Hints

1. Send in even and odd combinations of mirror-related channels. What does symmetry forbid?
2. Write $t$ through the scattering matrices of the two parity sectors. Unitarity then leaves one fluctuating quantity in $T$.
3. The distribution of each sector matrix is unchanged by $S\to USU^T$ for any fixed unitary $U$. Try diagonal $U$ first, then a $45^\circ$ rotation of two channels.
4. For the variance, separate the square of a complex trace from its squared modulus.

## Solution

**Parity sectors.** Let $a_L,a_R$ be the incoming and $b_L,b_R$ the outgoing amplitudes:

$$b_L=r\,a_L+t'a_R,\qquad b_R=t\,a_L+r'a_R .$$

Choose the modes on the right as mirror images of those on the left. Exchanging $L$ and $R$ must then leave these equations unchanged, so $r'=r$ and $t'=t$. With real transverse mode functions, time reversal makes the full matrix symmetric: $r=r^T$ and $t'=t^T$. Since $t'=t$, the block $t$ is symmetric too.

For $a_\pm=(a_L\pm a_R)/\sqrt2$, and likewise for $b_\pm$, adding and subtracting the equations gives

$$b_\pm=S_\pm a_\pm,\qquad S_\pm=r\pm t .$$

Both $S_\pm$ are symmetric. They are unitary because the full matrix is unitary and the change of basis is unitary.

The statistical assumption enters here. Each sector is half the cavity, with a different boundary condition on the mirror line. I take $S_+$ and $S_-$ as independent members of the circular orthogonal ensemble (COE), the ensemble of symmetric unitary matrices with the invariance of hint 3. The results below are exact within this model.

**One fluctuating trace.** From $t=(S_+-S_-)/2$,

$$T=\tfrac14\mathrm{tr}\left(S_+S_+^\dagger+S_-S_-^\dagger-S_+S_-^\dagger-S_-S_+^\dagger\right).$$

The first two terms have trace $N$ each. The last two traces are complex conjugates. With $X=\mathrm{tr}\,S_+S_-^\dagger$,

$$T=\frac N2-\frac12\,\mathrm{Re}\,X .$$

**Moments of one sector.** Put $U=\mathrm{diag}(e^{i\phi_1},\dots,e^{i\phi_N})$. Then $S_{ij}\to e^{i(\phi_i+\phi_j)}S_{ij}$. An average cannot depend on these arbitrary phases, so $\langle S_{ij}\rangle=0$, and $\langle S_{ij}S_{kl}^*\rangle$ vanishes unless the pair $(k,l)$ equals $(i,j)$ or $(j,i)$.

All channels are equivalent under permutations. Two numbers remain: $\alpha=\langle|S_{ii}|^2\rangle$ and $\beta=\langle|S_{ij}|^2\rangle$ for $i\ne j$. For $N\ge2$, rotate channels 1 and 2 with

$$U=\frac1{\sqrt2}\begin{pmatrix}1&1\\-1&1\end{pmatrix}.$$

The new off-diagonal element is

$$S'_{12}=\tfrac12(-S_{11}+S_{12}-S_{21}+S_{22})=\tfrac12(S_{22}-S_{11}),$$

because $S_{12}=S_{21}$. The cross term $\langle S_{11}S_{22}^*\rangle$ vanishes by the phase argument, so $\beta=\frac14(\alpha+\alpha)=\alpha/2$. Each row is normalized:

$$1=\alpha+(N-1)\beta=(N+1)\beta .$$

Hence $\beta=1/(N+1)$, $\alpha=2/(N+1)$, and in one formula

$$\langle S_{ij}S_{kl}^*\rangle=\frac{\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}}{N+1}.$$

For $N=1$ it gives $\langle|S|^2\rangle=1$, as it must.

**Mean.** Written out, $X=\sum_{ij}(S_+)_{ij}(S_-)^*_{ij}$. Independence factorizes its average into products of vanishing first moments, so $\langle X\rangle=0$ and

$$\boxed{\langle T\rangle=\frac N2}$$

**Variance.** Since $(\mathrm{Re}\,X)^2=\frac14\left(X^2+X^{*2}+2|X|^2\right)$, we need $\langle X^2\rangle$ and $\langle|X|^2\rangle$. Multiplying $S_+$ by a common phase $e^{i\chi}$ leaves its distribution unchanged but turns $X^2$ into $e^{2i\chi}X^2$. Therefore $\langle X^2\rangle=0$, and

$$\mathrm{var}\,T=\tfrac14\langle(\mathrm{Re}\,X)^2\rangle=\tfrac18\langle|X|^2\rangle .$$

Independence gives a product of two second moments, both real and equal:

$$\langle|X|^2\rangle=\frac1{(N+1)^2}\sum_{ijkl}\left(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}\right)^2 .$$

On expanding the square, each squared term contributes $N^2$. The cross term requires all four indices to be equal and contributes $2N$. Thus

$$\langle|X|^2\rangle=\frac{2N^2+2N}{(N+1)^2}=\frac{2N}{N+1},\qquad\boxed{\mathrm{var}\,T=\frac{N}{4(N+1)}}$$

**Limits.** For $N=1$, $S_\pm=e^{i\theta_\pm}$ and $T=\frac12[1-\cos(\theta_+-\theta_-)]$. The phase difference is uniform, so the mean is $1/2$ and the variance $\frac14\cdot\frac12=\frac18$, in agreement. For $N\to\infty$ the variance tends to $1/4$: the fluctuations stay of order one while the mean grows.

For $N=2$, numerical integration over both sectors gives mean $1.000000$ and variance $0.166667$, against $1$ and $1/6$.

**Where the interference went.** Because $\langle(S_+)_{ij}(S_-)^*_{ij}\rangle=0$,

$$\langle|t_{ij}|^2\rangle=\langle|r_{ij}|^2\rangle=\frac{1+\delta_{ij}}{2(N+1)} .$$

Return to the incoming channel is doubled relative to reflection into another channel. This is coherent backscattering: a path and its time reverse have equal phases. Here a transmitted path also has a partner. Reflect in the mirror a path from channel $i$ on the left to its image on the right, then reverse it in time. The result has the same end points and the same length. Transmission into the image channel is therefore doubled as well, and the two enhancements balance. For $N=3$ the formula gives $0.250$ for equal indices and $0.125$ otherwise; sampled matrices give $0.249$ and $0.125$ in transmission, $0.252$ and $0.125$ in reflection.

## A microwave cavity

Below the cutoff of its second vertical mode, a flat microwave cavity obeys a two-dimensional wave equation like that of a free particle. Take 15 GHz, wavelength $\lambda=1.999$ cm, area $A=200$ cm², perimeter $P=60$ cm and plate spacing 0.8 cm. These are rough values for a laboratory cavity. Its outline must be chaotic as well as symmetric.

Guides 2.5 cm wide open their second mode at 11.99 GHz and their third at 17.99 GHz, so $N=2$. The second vertical mode opens at 18.74 GHz. The model gives $\langle T\rangle=1$ and an rms fluctuation $\sqrt{1/6}=0.408$, taken over frequency or over symmetric changes of shape. These are values for the ideal model; in so small a cavity short return paths can lower the mean noticeably, as described below. For electrons with two equivalent spins, zero temperature and the same $N$, $G=(2e^2/h)T$ has mean 77.5 µS and rms fluctuation 31.6 µS.

**Dwell time.** The smooth number of modes below wave number $k$ is $(Ak^2-Pk)/4\pi$ (Weyl's law with its perimeter term). With $k=2\pi f/c$, its derivative with respect to $f$ is $(2\pi A/\lambda-P/2)/c$. The bracket is $629-30=599$ cm, giving a mode spacing $\Delta f=50.1$ MHz. On average each mode advances the total scattering phase by $2\pi$, shared among $2N$ channels. The mean delay is the derivative of phase with respect to angular frequency:

$$\tau=\frac{2\pi}{2N\,(2\pi\Delta f)}=\frac1{2N\Delta f}=4.99\ \text{ns}.$$

**Imperfect mirror.** Let $\delta$ be the rms mismatch between a wall and the mirror image of its partner. A bounce at angle $\theta$ from the normal changes the phase by $2k\delta\cos\theta$. Ergodic rays strike with weight $\cos\theta$, for which $\langle\cos^2\theta\rangle=2/3$, so the phase variance per bounce is $\frac83k^2\delta^2$.

The mean chord follows by counting rays. For each direction the chords fill the area $A$, which gives $2\pi A$ over all directions; the total weight of starting points and angles is $2P$. The ratio is $\pi A/P=10.5$ cm, or 14.3 bounces in a dwell time. For $\delta=0.10$ mm, $k\delta=0.0314$ and the phase variance is

$$\tfrac83(0.0314)^2(14.3)\approx0.038\ \text{rad}^2 .$$

This order-of-magnitude estimate treats wall errors as independent. It says that the mirror partners stay nearly in phase.

**Comparison with real devices.** In this estimate the variance reaches 1 rad² at $\delta\approx0.5$ mm, where the mirror partners are already partly out of phase and part of the deficit of the first variation below returns. The mismatch should stay well below this value, and 0.1 mm is a machining tolerance that is easy to meet. Scaling the same geometry to a 45 nm electron wavelength, roughly that of a semiconductor quantum dot, reduces the 0.5 mm to about 1.2 nm. Lithographic edges and background disorder are unlikely to respect the mirror so closely, so an electronic dot cold enough to stay phase coherent is likely to be nearer to the first variation below.

In the microwave cavity, guides facing each other across $L=20$ cm would break the assumption of no direct passage. For openings of width $w$, averaging over starting points and angles gives the ray fraction

$$\frac1w\int_0^w\frac{y\,dy}{\sqrt{L^2+y^2}}=\frac{\sqrt{L^2+w^2}-L}{w}=0.062 .$$

If the remainder divides equally, the mean rises by about $N(0.062)/2=0.06$. This is a crude estimate at $N=2$, where diffraction matters. A round post on the mirror line can block the direct rays and scatter most of them elsewhere. A flat post facing the guides would send them straight back, lowering the mean by about as much as direct passage raises it. Other short paths back to the guide of entry, and partial reflection at the guide openings, also lower the mean and are not included. In a cavity this small they can matter as much as the mirror itself: the mean transmission of a given shape over a band of frequencies depends on where the guides and obstacles sit. It can lie 0.2 or more below 1, or above 1 when the guides face each other.

## Variation 1: remove the mirror

*Keep time reversal and $N$, but make the cavity asymmetric. What is the mean?*

One COE matrix now describes all $2N$ channels. Replacing $N$ by $2N$ in the second moment gives $\langle|S_{ij}|^2\rangle=1/(2N+1)$ for $i\ne j$. Transmission contains $N^2$ such elements:

$$\langle T\rangle=\frac{N^2}{2N+1}=\frac N2-\frac{N}{2(2N+1)} .$$

The deficit is weak localization; it tends to $1/4$ for large $N$. Backscattering is still enhanced, but no transmitted path has a mirror partner to compensate. For $N=2$ the mean is $0.800$, and sampling gives $0.802$. The sampled variance is $0.104$ (the exact ensemble value is $18/175=0.103$), compared with $0.167$ with the mirror.

## Variation 2: add uniform absorption

*Let both sectors absorb equally, so that $S_\pm$ are no longer unitary. What survives?*

The invariance $S_\pm\to US_\pm U^T$ and the independence of the sectors survive, so $\langle X\rangle=0$. With $R=\mathrm{tr}\,rr^\dagger$,

$$\left.\begin{matrix}T\\R\end{matrix}\right\}=\tfrac14\mathrm{tr}\left(S_+S_+^\dagger+S_-S_-^\dagger\right)\mp\tfrac12\mathrm{Re}\,X .$$

Hence $\langle T\rangle=\langle R\rangle$, both below $N/2$ because power is lost.

Without the mirror, invariance still makes diagonal elements twice as strong on average as off-diagonal ones. Then $\langle T\rangle:\langle R\rangle=N^2:N(N+1)$, and the transmitted share of the outgoing power, $\langle T\rangle/(\langle T\rangle+\langle R\rangle)$, is $N/(2N+1)$.

For a rough quality factor $Q=5000$, the absorption rate relative to the escape rate is $2\pi f\tau/Q=0.094$. Simulations with 6000 random Hamiltonians per case at $N=2$ give:

| | $\langle T\rangle$ | $\langle R\rangle$ | share | var $T$ |
|---|---|---|---|---|
| mirror | 0.917 | 0.926 | 0.498 | 0.143 |
| no mirror | 0.736 | 1.100 | 0.401 | 0.089 |

The gap of 0.009 in the first row is of sampling size: without loss $T-R=2T-N$, whose standard error would be $2(0.408)/\sqrt{6000}\approx0.011$. Absorption lowers the mean by about 8% from its ideal value, so a measured $\langle T\rangle<N/2$ alone does not establish weak localization. Under these assumptions the share does separate the two cases: $1/2$ with the mirror and $2/5$ without it. The test also needs nearly ideal contacts and few short return paths. If every channel reflects a fraction $\rho$ of the power at the openings, the mirror value without absorption falls to $(1-\rho)/2$, which is also $2/5$ at $\rho=0.2$. The remaining sampled values are in the numerical output.

## Table of computed values

```
N=2 quadrature: mean T = 1.000000, var T = 0.166667
N=1 sampled: mean T = 0.500, var T = 0.1249
N=1 formula: mean T = 0.500, var T = 0.1250
N=3 sampled: mean T = 1.497, var T = 0.1888
N=3 formula: mean T = 1.500, var T = 0.1875
N=3 mean |t_11|^2, |t_12|^2 = 0.249, 0.125
N=3 mean |r_11|^2, |r_12|^2 = 0.252, 0.125
N=6 sampled: mean T = 3.003, var T = 0.2133
N=6 formula: mean T = 3.000, var T = 0.2143
N=2 no mirror, sampled: mean T = 0.802, var T = 0.1036
N=2 no mirror, formula: mean T = 0.800
N=2 mirror Hamiltonian: mean T = 1.008, var T = 0.1697
Frequency = 15.0 GHz
Wavelength = 1.999 cm
Area = 200 cm^2, perimeter = 60 cm
Plate spacing = 0.8 cm, guide width = 2.5 cm
Guide cutoffs 2 and 3 = 11.99, 17.99 GHz
Second vertical mode opens at 18.74 GHz
Open channels per guide N = 2
Ideal mean T = 1.000
Ideal var T = 0.1667
Ideal rms fluctuation of T = 0.4082
Conductance unit 2e^2/h = 77.481 microsiemens
Electronic mean G, N=2 = 77.48 microsiemens
Electronic rms G, N=2 = 31.63 microsiemens
Mean mode spacing = 50.07 MHz
Dwell time = 4.99 ns
Quality factor = 5000
Absorption rate / escape rate = 0.094
Lossy, mirror: mean T = 0.917, mean R = 0.926
Lossy, mirror: var T = 0.1428, T/(T+R) of means = 0.498
Lossy, no mirror: mean T = 0.736, mean R = 1.100
Lossy, no mirror: var T = 0.0890, T/(T+R) of means = 0.401
Mean chord = 10.47 cm
Wall bounces per dwell time = 14.3
Rms wall mismatch = 0.10 mm
Mirror phase variance = 0.0377 rad^2
Mismatch for 1 rad^2, microwaves = 0.515 mm
Electron wavelength = 45 nm
Mismatch for 1 rad^2, electrons = 1.16 nm
Direct fraction if guides face each other = 0.0623
```
